\section*{Pulay forces in plane-wave PAW and the overlap derivative}

\section{A moving atom in a fixed cell}

A molecule is relaxed in a periodic cell of fixed size. After each electronic calculation every atom is displaced along the force acting on it. A small step along minus the derivative of the computed energy lowers that energy, and such steps stop where the energy is stationary. A force that misses part of this derivative can vanish at a different geometry. The force wanted is therefore minus the derivative of the computed energy, including whatever error the finite basis leaves in that energy.

If basis functions travel with the atoms, the derivative contains a contribution from their motion, the Pulay force. A plane wave $|G\rangle$ does not travel. The projector augmented-wave (PAW) method expands its smooth orbitals in plane waves, which suggests that PAW has no Pulay force. The suggestion can be tested by moving one atom and comparing energies.

\section{The counter-example}

\subsection{The model}

The model is one-dimensional and uses hartree atomic units, with $E_h$ the hartree and $a_0$ the bohr. A cell of length $10\,a_0$ holds atom A at $R=4.0\,a_0$ and atom B at $5.8\,a_0$. Each atom at position $R_a$ attracts electrons through a narrow well
\begin{equation}
 v_a(x)=-V_a\,e^{-(x-R_a)^2/(2w_a^2)},
\end{equation}
with $V_A=6.0\,E_h$, $w_A=0.10\,a_0$, $V_B=4.5\,E_h$ and $w_B=0.12\,a_0$. Two orbitals have fixed occupations $f_1=2$ and $f_2=1$. The electrons repel through the mean-field energy $\frac g2\int n^2\,dx$, where $n=\sum_n f_n|\psi_n|^2$ is the density and $g=0.3\,E_ha_0$. Ion--ion repulsion is omitted: it does not depend on the basis. There are no core states.

PAW writes the full orbital as $|\psi_n\rangle=T|\tilde\psi_n\rangle$, with
\begin{equation}
 T=1+\sum_{a,i}|\Delta_i^a\rangle\langle\tilde p_i^a|,\qquad
 \Delta_i^a=\phi_i^a-\tilde\phi_i^a .
 \label{T}
\end{equation}
Here $\phi_i^a$ is a partial wave of the isolated atom, $\tilde\phi_i^a$ is its smooth partner, equal to it beyond the radius $0.8\,a_0$, and $\tilde p_i^a$ is a localized projector with $\langle\tilde p_i^a|\tilde\phi_j^a\rangle=\delta_{ij}$. All three are carried rigidly by the atom. Each atom has two partial waves, the two lowest even states of that atom alone in the cell. Inside the radius $r_c=0.8\,a_0$ each $\tilde\phi_i^a$ is an even polynomial of degree six that matches $\phi_i^a$ and its first three derivatives at $r_c$. The projectors are the combinations of $\cos^2(\pi x/2r_c)\,\tilde\phi_j^a(x)$, with $x$ measured from the atom and zero beyond $r_c$, that satisfy the duality condition.

A space of 161 plane waves defines the all-electron problem of the model. The smooth orbitals use fewer plane waves, up to a cutoff.

\subsection{The test}

With 21 plane waves, the Hellmann--Feynman force on A, which is minus the expectation value of $\partial V/\partial R$ with $V=v_A+v_B$, is
\begin{equation}
 F_{\rm HF}=-0.01523\,E_h/a_0 .
\end{equation}
The finite-difference force, from self-consistent energies recomputed at displaced positions of A, is
\begin{equation}
 -\frac{dE}{dR}=-0.01896\,E_h/a_0 .
\end{equation}
The missing part is $-0.01896+0.01523=-0.00373\,E_h/a_0$, about 20\% of the electronic force of this model at this low cutoff. This contradicts the belief.

The plane waves themselves are not responsible. With $T=1$ and the same 21 plane waves, the Hellmann--Feynman and finite-difference forces are both $-0.05227\,E_h/a_0$. That basis is poor: its energy lies $0.113\,E_h$ above the complete-basis energy, and its force is 2.75 times the complete-basis PAW force. The absence of a Pulay force makes force and energy consistent; it does not make either accurate.

\subsection{Why the basis moves}

The functions in which $\psi_n$ is expanded are $|\chi_G\rangle=T|G\rangle$. For an atom at $R$, shifting the integration variable by $R$ gives $\langle\tilde p_i|G\rangle=e^{iGR}P_i(G)$, where $P_i(G)$ is the same integral for an atom at the origin. The part of $\chi_G$ that belongs to this atom is therefore $\sum_i\Delta_i(x-R)e^{iGR}P_i(G)$. Since $\partial_R\Delta_i(x-R)=-\Delta_i'(x-R)$, the product rule gives
\begin{equation}
 \frac{\partial\chi_G}{\partial R}
 =\sum_i\left[-\Delta_i'(x-R)+iG\,\Delta_i(x-R)\right]e^{iGR}P_i(G).
 \label{move}
\end{equation}
The first term comes from the moving partial waves, the second from the moving projectors. Even $\chi_0$ moves: in the example the norm of its derivative is $0.201\,a_0^{-1}$, whereas that of the bare plane wave is zero.

\section{The general statement}

Let a dot on $T$ denote its derivative with respect to one atomic coordinate $R$. Define
\begin{equation}
 \tilde H=T^\dagger hT,\qquad S=T^\dagger T,
\end{equation}
where $h=K+V(R)+v[n]$ is the mean-field Hamiltonian, $K$ is the kinetic energy and $v=\delta E_{\rm int}/\delta n$. In the model $v=gn$. The cell, the cutoff and the occupations are fixed, and the orbitals are self-consistent. Then
\begin{align}
 F&=F_{\rm HF}+F_{\rm P},\qquad
 F_{\rm HF}=-\sum_n f_n\langle\psi_n|\partial_RV|\psi_n\rangle,
 \label{result}\\
 F_{\rm P}&=-\sum_n f_n\,2\,{\rm Re}\,
 \langle\dot T\tilde\psi_n|(h-\varepsilon_n)|\psi_n\rangle .
 \label{pulay}
\end{align}
The Pulay force $F_{\rm P}=F_H+F_S$ has two halves,
\begin{equation}
 F_H=-\sum_n f_n\,2\,{\rm Re}\langle\dot T\tilde\psi_n|h|\psi_n\rangle,
 \qquad
 F_S=+\sum_n f_n\varepsilon_n\,c_n^\dagger(\partial_RS)c_n ,
 \label{halves}
\end{equation}
where $c_n$ is the column of plane-wave coefficients of $\tilde\psi_n$.

The term $-\varepsilon_n\,\partial S/\partial R$ in $dE/dR$, which enters the force with a plus sign, is thus one half of the Pulay correction. The other half is contained in $\partial\tilde H/\partial R$.

\section{Proof}

\subsection{Differentiating the energy}

The energy is
\begin{equation}
 E=\sum_n f_n\langle\psi_n|K+V(R)|\psi_n\rangle+E_{\rm int}[n].
\end{equation}
A change $\delta\psi_n$ of the orbitals changes the density by $\delta n=\sum_n f_n\,2\,{\rm Re}(\delta\psi_n^*\psi_n)$ and the interaction energy by $\int v\,\delta n\,dx$. Together with the one-body part this gives
\begin{equation}
 \delta E=\sum_n f_n\,2\,{\rm Re}\langle\delta\psi_n|h|\psi_n\rangle .
 \label{var}
\end{equation}
When the atom moves, both the basis and the coefficients change. Written in components, $\psi_n=Tc_n$, so
\begin{equation}
 \frac{d\psi_n}{dR}=\dot Tc_n+T\frac{dc_n}{dR}.
\end{equation}
Inserting this in \eqref{var}, and adding the explicit dependence of $V$ on $R$, gives
\begin{align}
 \frac{dE}{dR}={}&\sum_n f_n\langle\psi_n|\partial_RV|\psi_n\rangle
 +\sum_n f_n\,2\,{\rm Re}\langle\dot T\tilde\psi_n|h|\psi_n\rangle
 \nonumber\\
 &+\sum_n f_n\,2\,{\rm Re}\,\frac{dc_n^\dagger}{dR}\tilde Hc_n .
 \label{three}
\end{align}

\subsection{Removing the response of the coefficients}

The coefficients satisfy $\tilde Hc_n=\varepsilon_nSc_n$, so the last sum in \eqref{three} contains $\varepsilon_n\,2\,{\rm Re}\,(dc_n^\dagger/dR)Sc_n$. Normalization requires $c_n^\dagger Sc_n=1$ at every $R$. Since $S$ is Hermitian, the two terms with $dc_n/dR$ are complex conjugates, and differentiation gives
\begin{equation}
 2\,{\rm Re}\,\frac{dc_n^\dagger}{dR}Sc_n=-c_n^\dagger(\partial_RS)c_n .
 \label{norm}
\end{equation}
The last sum in \eqref{three} is therefore $-\sum_n f_n\varepsilon_n\,c_n^\dagger(\partial_RS)c_n$. The overlap term records that the coefficients must readjust to keep the orbitals normalized while the basis functions change their overlaps.

\subsection{Combining the halves}

From $S=T^\dagger T$ follows $\partial_RS=\dot T^\dagger T+T^\dagger\dot T$, and hence
\begin{equation}
 c_n^\dagger(\partial_RS)c_n=2\,{\rm Re}\langle\dot T\tilde\psi_n|\psi_n\rangle .
\end{equation}
Substituting this in \eqref{three} and reversing the overall sign gives \eqref{result} and \eqref{pulay}.

The same result can be written with the transformed operators alone when $\tilde H$ is differentiated with $v$ held fixed:
\begin{equation}
 c_n^\dagger(\partial_R\tilde H)_vc_n
 =\langle\psi_n|\partial_RV|\psi_n\rangle
 +2\,{\rm Re}\langle\dot T\tilde\psi_n|h|\psi_n\rangle .
\end{equation}
Therefore
\begin{equation}
 F=-\sum_n f_n\,c_n^\dagger\left[(\partial_R\tilde H)_v
 -\varepsilon_n\,\partial_RS\right]c_n .
 \label{familiar}
\end{equation}
This explains what is right in the belief: no separate Pulay term has to be added to \eqref{familiar}, because the formula already contains it.

The proof assumes that the orbitals can be followed smoothly with $R$, which can fail when levels with different occupations become degenerate. If the occupations vary, $dE/dR$ gains $\sum_n\varepsilon_n\,df_n/dR$, because changing $f_n$ at fixed orbitals changes $E$ at the rate $\langle\psi_n|h|\psi_n\rangle=\varepsilon_n$.

\section{What each half does}

The forces on A in the example, in units of $10^{-3}E_h/a_0$, are:
\begin{center}
\begin{tabular}{rrrrrr}
waves & $F_{\rm HF}$ & $F_H$ & $F_S$ & $F_{\rm P}$ & $F$\\
21 & $-15.23$ & $14.85$ & $-18.58$ & $-3.73$ & $-18.96$\\
31 & $-17.14$ & $16.17$ & $-18.28$ & $-2.11$ & $-19.25$\\
41 & $-18.07$ & $17.36$ & $-18.29$ & $-0.93$ & $-19.00$\\
61 & $-19.01$ & $18.30$ & $-18.30$ & $0.01$ & $-19.01$\\
161 & $-19.01$ & $18.30$ & $-18.30$ & $0.00$ & $-19.01$
\end{tabular}
\end{center}
For 21 waves the sum reads $-15.23+14.85-18.58=-18.96$. The last digit of $F_H$ and $F_S$ depends on how finely the partial waves and projectors are represented: a finer representation moves the two by about $0.003$ in opposite directions and leaves $F$ unchanged at the digits shown. At the four smaller cutoffs, the numerical check compares $F$ with finite differences of the self-consistent energy, and they agree within its tolerance of $10^{-6}E_h/a_0$. The complete-basis force is $-0.0190\,E_h/a_0$, or $-0.98$ eV/\AA.

\subsection{The complete-basis limit}

The eigenvalue equation $T^\dagger(h-\varepsilon_n)Tc_n=0$ says that
\begin{equation}
 \langle\chi_G|(h-\varepsilon_n)|\psi_n\rangle=0
 \quad\text{for every $G$ in the basis.}
\end{equation}
The residual $(h-\varepsilon_n)\psi_n$ is orthogonal to the space spanned by the basis. Only the part of $\dot T\tilde\psi_n$ outside that space can contribute to $F_{\rm P}$. If the plane waves are complete and $T$ is invertible, the functions $\chi_G$ span the whole space, the residual vanishes, and so does $F_{\rm P}$. A frozen core restricts the space available to the orbitals, so this last step does not carry over to it without further argument.

The overlap half need not vanish in this limit. In the last row of the table it is almost as large as the whole force, and $F_H$ cancels it. Omitting $F_S$ there would leave $-19.01+18.30=-0.71$ in place of $-19.01$. The overlap derivative therefore cannot be dropped on the grounds that the cutoff is high.

At low cutoff $F_{\rm P}$ also differs from the error of the full force. With 21 waves, $F_{\rm HF}$ alone is 20\% from the complete-basis force, while $F$ is 0.3\% from it. With 31 waves $F$ is 1.3\% away, so its convergence here is not monotonic.

\subsection{The zero of energy}

Add a constant $C$ to $h$. The orbitals stay the same and every $\varepsilon_n$ rises by $C$. With $D=\sum_n f_n\,c_n^\dagger(\partial_RS)c_n$, the definitions \eqref{halves} give
\begin{equation}
 F_H\to F_H-CD,\qquad F_S\to F_S+CD .
\end{equation}
Their sum is unchanged. For 31 waves $D=-0.00466\,a_0^{-1}$. Raising the energy zero by $C=1\,E_h$ changes $F_S$ from $-0.01828$ to $-0.02294\,E_h/a_0$ and $F_H$ from $0.01617$ to $0.02083\,E_h/a_0$, while $F$ remains $-0.01925\,E_h/a_0$.

The choice $C=-F_S/D=-3.92\,E_h$ would even make the overlap half zero, without removing the Pulay force. For this reason $-\varepsilon_n\,\partial S/\partial R$ alone cannot be identified with the Pulay correction.

\section{The one-centre form of PAW}

The one-centre form of PAW replaces $T^\dagger T$ by the overlap
\begin{equation}
 S_1=1+\sum_{a,ij}|\tilde p_i^a\rangle q_{ij}^a\langle\tilde p_j^a|,
 \qquad
 q_{ij}^a=\langle\phi_i^a|\phi_j^a\rangle
 -\langle\tilde\phi_i^a|\tilde\phi_j^a\rangle .
\end{equation}
To relate it to $T^\dagger T$, take augmentation regions that do not overlap and suppress the atom label. Multiplying out \eqref{T} gives
\begin{equation}
 T^\dagger T=1+\sum_i\bigl(|\tilde p_i\rangle\langle\Delta_i|
 +|\Delta_i\rangle\langle\tilde p_i|\bigr)
 +\sum_{ij}|\tilde p_i\rangle\langle\Delta_i|\Delta_j\rangle\langle\tilde p_j| .
\end{equation}
If the smooth orbital inside the region is fully represented by $\sum_j|\tilde\phi_j\rangle\langle\tilde p_j|\tilde\psi\rangle$, then $\langle\Delta_i|$ may be replaced by $\sum_j\langle\Delta_i|\tilde\phi_j\rangle\langle\tilde p_j|$, because $\Delta_i$ vanishes outside. The coefficient of $|\tilde p_i\rangle\langle\tilde p_j|$ becomes
\begin{equation}
 \langle\Delta_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\Delta_j\rangle
 +\langle\Delta_i|\Delta_j\rangle=q_{ij},
\end{equation}
as follows from inserting $\phi_i=\tilde\phi_i+\Delta_i$ in the definition of $q_{ij}$. With a finite set of partial waves the two overlaps differ, and the separation into $F_{\rm HF}$ and $F_{\rm P}$ is then approximate.

The derivative formula does not need that separation. Consider one non-interacting electron. The replacement used for the overlap, applied to $T^\dagger(K+V)T$, gives $K+V$ plus projector terms with coefficients $\langle\phi_i^a|K+v_a|\phi_j^a\rangle-\langle\tilde\phi_i^a|K+v_a|\tilde\phi_j^a\rangle$. Each narrow well lies inside its augmentation region, so the same replacement turns $v_a$ itself into $\sum_{ij}|\tilde p_i^a\rangle\langle\tilde\phi_i^a|v_a|\tilde\phi_j^a\rangle\langle\tilde p_j^a|$, which cancels the $v_a$ part of the second coefficient. The one-centre Hamiltonian is then
\begin{equation}
 H_1=K+\sum_{a,ij}|\tilde p_i^a\rangle d_{ij}^a\langle\tilde p_j^a|,
 \qquad
 d_{ij}^a=\langle\phi_i^a|K+v_a|\phi_j^a\rangle
 -\langle\tilde\phi_i^a|K|\tilde\phi_j^a\rangle .
\end{equation}
Now differentiate $(H_1-\varepsilon S_1)c=0$ and multiply by $c^\dagger$ from the left. The term with $dc/dR$ vanishes because $c^\dagger(H_1-\varepsilon S_1)=0$. With $c^\dagger S_1c=1$ there remains
\begin{equation}
 \frac{d\varepsilon}{dR}=c^\dagger(\partial_RH_1)c
 -\varepsilon\,c^\dagger(\partial_RS_1)c .
\end{equation}
For the lowest level of the two wells, with $g=0$ and 61 plane waves,
\begin{equation}
 \frac{d\varepsilon}{dR}=-0.1699-(-0.0221)=-0.1478\,E_h/a_0,
\end{equation}
in agreement with the numerical slope of the same level. Without the overlap derivative the magnitude would be 15\% too large. The all-electron slope is $-0.1485\,E_h/a_0$. The remaining 0.5\% difference is not a cutoff error: with all 161 plane waves the one-centre slope is still $-0.1478\,E_h/a_0$. It comes from the one-centre replacement, made here with only two even partial waves per atom: adding the two lowest odd partial waves of each atom, with odd polynomials of degree seven matched in the same way as smooth partners, brings the slope to $-0.1485\,E_h/a_0$.

\section*{Numbers as computed}
\begin{verbatim}
cell 10.0 bohr; atoms at 4.0 and 5.8 bohr; r_c 0.8 bohr
well A: depth 6.0 hartree, width 0.1 bohr
well B: depth 4.5 hartree, width 0.12 bohr
coupling 0.3 hartree bohr; occupations 2, 1
partial-wave energies A (hartree): [-0.85612  0.06849]
partial-wave energies B (hartree): [-0.68086  0.07138]
norm of d(T|G=0>)/dR: 0.20146 1/bohr (bare plane wave: 0)
Forces on A in hartree/bohr; F = -HF - AH + AS; Pulay = -AH + AS
G_max 6.283 1/bohr, 21 waves: E -1.9796232 hartree
  F -0.0189563, finite difference -0.0189563
  -HF -0.0152295, -AH 0.0148502, +AS -0.0185769, Pulay -0.0037267
  F without overlap term -0.0003793
G_max 9.425 1/bohr, 31 waves: E -1.9798898 hartree
  F -0.0192515, finite difference -0.0192515
  -HF -0.0171369, -AH 0.0161665, +AS -0.0182810, Pulay -0.0021146
  F without overlap term -0.0009705
G_max 12.566 1/bohr, 41 waves: E -1.9799571 hartree
  F -0.0190004, finite difference -0.0190004
  -HF -0.0180732, -AH 0.0173605, +AS -0.0182878, Pulay -0.0009272
  F without overlap term -0.0007126
G_max 18.850 1/bohr, 61 waves: E -1.9799660 hartree
  F -0.0190072, finite difference -0.0190072
  -HF -0.0190132, -AH 0.0183037, +AS -0.0182977, Pulay 0.0000060
  F without overlap term -0.0007095
complete basis, 161 waves: E -1.9799667 hartree
  F -0.0190086, -HF -0.0190086, -AH 0.0182987, +AS -0.0182987
  Pulay -5.7e-14 hartree/bohr
  orbital energies (hartree): [-0.65438 -0.27553]
  F = -0.9775 eV/angstrom
31 waves, frozen c: dE/dR 0.0009705, sum f eps dS/dR -0.0182810 hartree/bohr
31 waves, sum f dS/dR: -0.0046623 1/bohr
energy zero shifted by 1.0 hartree: -AH 0.0208288, +AS -0.0229433, F -0.0192515
bare plane waves, 21 waves: E -1.8668184 hartree
  -HF -0.0522723, finite difference -0.0522723
one-centre PAW form, one electron, 61 waves:
  level -0.935643, all-electron level -0.935959 hartree
  <dH/dR> -0.169876, eps <dS/dR> -0.022109 hartree/bohr
  difference -0.147767, numerical slope -0.147767, all-electron slope -0.148497 hartree/bohr
\end{verbatim}
